# Choosing the supercell for vacancy-driven tracer diffusion in the diamond lattice

## The smallest cell gives the wrong answer

Take a periodic diamond crystal whose repeated cell is the primitive one. It has two sites. Put an atom on one and leave the other vacant. Each vacancy jump then moves this one atom along one of four bonds, chosen with equal chance. All four bonds lead to the same vacant site or a periodic image of it, so the atom keeps no record of where it came from. After $n$ jumps of length $d$ its mean squared displacement is $nd^2$, that of an uncorrelated walk.

In a large crystal the second jump is already different. The vacancy has just exchanged with some atom, and with chance $1/4$ it exchanges with the same atom again and carries it back. The small cell has erased this memory.

The setting treated here is the supercell repetition $m$ that an electronic-structure program asks for when a vacancy is modelled. The same periodic cell can also be used for the walk that turns jump rates into a diffusivity. The question is how $m$ changes that walk, and how the large-crystal result is recovered.

## What is measured

The cell repeats the primitive fcc vectors $m$ times in each direction and has $N=2m^3$ sites, one vacancy and $N-1$ identical atoms. Each vacancy jump goes to one of the four neighbours with chance $1/4$, independently of the past. Let $\mathbf R_i$ be the displacement of atom $i$, never folded back into the cell, and let

$$S(n)=\Big\langle\sum_i|\mathbf R_i|^2\Big\rangle .$$

The tracer correlation factor of the cell is the long-run growth of $S$ per vacancy jump, in units of $d^2$:

$$f_N=\lim_{n\to\infty}\frac{S(n)}{nd^2}.$$

Here $n$ goes to infinity first, at fixed $N$. The cell size is extrapolated afterwards.

The vacancy's own jumps have zero mean and no memory, so the cross terms vanish and $\langle R_v^2\rangle=nd^2$. If $\Gamma$ is its total jump rate, then $n=\Gamma\tau$ after time $\tau$, and $\langle R_v^2\rangle=6D_v\tau$ gives $D_v=\Gamma d^2/6$. An average atom has $\langle R^2\rangle=c_vf\Gamma\tau d^2$ for a small vacancy site fraction $c_v$. Hence

$$D^*=f\,c_vD_v. \tag{1}$$

## From jump memory to the correlation factor

Follow one atom, the tracer, and let $\mathbf u_j$ be the unit vector of its $j$th jump. Just after the jump the vacancy is directly behind it. For $m\ge2$ the cell keeps the threefold axis along this bond, so the mean of the next jump must lie on the axis:

$$\langle\mathbf u_{j+1}\,|\,\text{past}\rangle=t\,\mathbf u_j .$$

Cubic symmetry, including inversion about a bond centre, makes $t$ the same for all bonds and both sublattices.

The number of tracer jumps in $n$ vacancy jumps is random, and short waits favour reversals. To handle this, add a bounded term to the tracer position after $j$ jumps:

$$\mathbf X_j=\mathbf R_j+\frac{t\,d}{1-t}\mathbf u_j .$$

Its increment is

$$\mathbf X_{j+1}-\mathbf X_j=d\,\frac{\mathbf u_{j+1}-t\mathbf u_j}{1-t},$$

which has zero mean given the past. Different increments are therefore uncorrelated, even when the walk is stopped at the first tracer jump after a given time. The mean square of each one is

$$d^2\,\frac{1-2t\cdot t+t^2}{(1-t)^2}=d^2\,\frac{1-t^2}{(1-t)^2}=d^2\,\frac{1+t}{1-t}.$$

The bounded term does not affect the long-run growth. Summed over atoms, the number of atomic jumps is the number of vacancy jumps, so

$$f_N=\frac{1+t}{1-t}. \tag{2}$$

A negative $t$ means that the next jump tends to undo the last one, and it makes $f_N$ smaller than one.

## The exact finite-cell result

Put the tracer at site 0 and the vacancy at neighbour 1, the site behind it. Let $p_k$ be the chance that the next exchange with the tracer comes from neighbour $k$. In a finite connected cell the exchange is certain, and symmetry gives $p_2=p_3=p_4$. A jump into neighbour 1 has cosine $-1$ with the previous jump, and a jump into any other neighbour has cosine $+1/3$. Thus

$$t=-p_1+\tfrac13(3p_2)=-(p_1-p_2). \tag{3}$$

Let $v(x)$ be the expected number of times the vacancy is at $x$ before this exchange, with $v(0)=0$. Each visit beside the tracer leads to an exchange with chance $1/4$, so $p_k=v(k)/4$. Let $P$ average over the four neighbours. The walk starts at 1 and ends on its one arrival at 0, which gives

$$(I-P)v=\delta_1-\delta_0 .$$

Now introduce the periodic Green function $g(x,y)$, defined by $(I-P)g(\cdot,y)=\delta_y-1/N$ and zero mean. The uniform term is needed because a source on a closed cell must sum to zero. Subtracting two such functions gives $v(x)=g(x,1)-g(x,0)+C$, with $C$ a constant. Sites 1 and 2 are both first neighbours of 0, so the terms with source at 0 cancel in the difference:

$$p_1-p_2=\tfrac14[g(1,1)-g(2,1)]=\tfrac14(g_0-g_2).$$

The subscripts 0, 1 and 2 on $g$ mean the same site, a first neighbour and a second neighbour. Sites 1 and 2 are second neighbours of each other because both are bonded to site 0.

Two local equations are enough. At the source, all four neighbours have the value $g_1$:

$$g_0-g_1=1-\frac1N .$$

At a first neighbour, one bond leads back to the source and three lead to its second neighbours:

$$g_1-\frac{g_0+3g_2}{4}=-\frac1N .$$

Multiply the second equation by four and solve for $-3g_2$, which gives $-3g_2=g_0-4g_1-4/N$. Then

$$3(g_0-g_2)=4(g_0-g_1)-\frac4N=4-\frac8N .$$

It follows that

$$t=-\frac13\left(1-\frac2N\right),\qquad 1+t=\frac{2N+2}{3N},\qquad 1-t=\frac{4N-2}{3N},$$

and equation (2) becomes

$$\boxed{f_N=\frac{N+1}{2N-1}=\frac12+\frac{3}{2(2N-1)}} \tag{4}$$

For large $N$ the excess over one half is $3/(4N)+3/(8N^2)+\dots$, so the limit is exactly $1/2$. Formula (4) also gives $f=1$ at $N=2$, in agreement with the opening case.

The same derivation covers the conventional cubic cells with $N=8L^3$, since they keep the symmetries used. It does not cover elongated or sheared supercells. There the mean next jump need not lie along the bond, and the apparent diffusivity may depend on direction.

## Extracting it from displacements

Store one displacement vector per occupied site. When the vacancy moves from $a$ to $b$ along the vector $\mathbf b$, the atom at $b$ moves by $-\mathbf b$. Write the old vector of site $b$, minus $\mathbf b$, into site $a$, and mark $b$ as empty. Site numbers are wrapped periodically and displacements are not. At two times $n_0<n_1$, sum the squares over the atoms and form

$$\hat f=\frac{S(n_1)-S(n_0)}{(n_1-n_0)d^2}. \tag{5}$$

The difference matters because $S$ does not start at its final rate. The first jump adds $d^2$. At the second, the atom just moved returns with chance $1/4$ and has cosine $-1$ with its first jump, so the growth in units of $d^2$ is $1-2/4=0.5$. At the third there is an additional chance $1/16$ that the same atom makes all three jumps, and its third jump is parallel to its first. The growth is $1-2/4+2/16=0.625$.

For $N=250$, exact propagation of the joint tracer and vacancy probabilities gives a mean growth of 0.5062 over jumps 1 to 240. Over the window from 80 to 240 it gives 0.5030, the value of equation (4). The starting transient thus adds 0.0031, as much as the whole finite-cell excess of 0.0030. Once the growth has settled, this offset falls as $1/n$.

A suitable $n_0$ follows from how fast the vacancy spreads over the cell. In the continuum estimate, its slowest density wave decays per jump at the rate $d^2q^2/6$. With cubic lattice parameter $a$, $d^2=3a^2/16$ and the shortest reciprocal vector of the supercell is $q=2\pi\sqrt3/(ma)$. The rate is therefore

$$\frac{a^2}{32}\,\frac{12\pi^2}{m^2a^2}\approx\frac{3.7}{m^2}.$$

For $m=5$ the decay time is about 7 jumps, so $n_0=80$ is about 12 decay times. The estimate ignores the tracer, but it shows that $n_0$ should grow as $m^2$, not as $N$.

## Reading the simulated cells

Each cell was simulated with 96,000 independent walkers, whose scatter gives the standard error.

| $N$ | exact $f_N$ | simulated |
|---:|---:|---:|
| 16 | 0.5484 | 0.5488 ± 0.0006 |
| 54 | 0.5140 | 0.5145 ± 0.0004 |
| 128 | 0.5059 | 0.5051 ± 0.0003 |
| 250 | 0.5030 | 0.5034 ± 0.0003 |

The value at $N=128$ lies 2.8 standard errors below the exact one. This is within the acceptance range of four standard errors, but it is a large deviation for four samples. The exact propagation for the same cell agrees with equation (4), so the formula is not in doubt there. Two repeats of the same size with fresh random numbers give 0.5060 and 0.5059, each $\pm0.0003$, so the low value was a chance fluctuation.

A weighted straight line in $1/N$ through the three larger cells has the intercept

$$f_\infty=0.4999\pm0.0003 .$$

This error is the formal one. Because of the low point at $N=128$ the fit is poor, with $\chi^2\approx12$ for one degree of freedom, and scaling the error by this scatter gives about $\pm0.001$. The slope is $0.77\pm0.03$, again a formal error, against the leading coefficient $3/4$. Equation (4) curves upward in $1/N$, so a straight line fitted at finite $N$ reaches the axis slightly too low. The same fit through exact values misses one half by $-0.00004$, well below the statistical error.

## Which cell to choose

The error relative to the infinite crystal is

$$\frac{f_N-1/2}{1/2}=\frac{3}{2N-1}.$$

For an error below 1%, $2N-1$ must exceed 300. Among the repeated primitive cells, $m=4$ with $N=128$ just fails, at 1.2%, and $m=5$ with $N=250$ gives 0.6%. For identical atoms equation (4) removes the error altogether, provided displacements are measured relative to the lattice. The atomic displacements sum to minus the vacancy's, so the atoms drift together by $-\mathbf R_v/(N-1)$, and this drift contributes $1/(N-1)$ to $f_N$, more than the whole excess. If the centre-of-mass motion is subtracted, the result is $f_N-1/(N-1)$, which lies below one half (0.4980 for $N=128$). When rates near a dopant differ, the error changes. In the model of equation (6) below it is 1.7% at $N=128$ for $w_2/w=2.49$, and it approaches $3/(N-2)$ for fast exchange, so $N=250$ then gives 1.2%. Run the identical-atom case first as a calibration, then extrapolate the dopant result in $1/N$ from at least two cells of the same shape.

This error concerns the walk alone. The calculated migration barrier has its own cell-size error, from elastic strain, electrostatics and the sampling of electronic states, and must be converged separately. At 1273 K, where $k_BT=0.1097$ eV, an error of 1.2% in diffusivity corresponds to a barrier error of only $0.012\times0.1097\approx0.0013$ eV. At this temperature, correlation is a weak reason to enlarge a 128-site cell if the barrier is less certain than that.

## When one half is the wrong target

**A different atom.** Let the tracer exchange with the vacancy at rate $w_2$, while every other jump keeps the rate $w$. A vacancy beside the tracer exchanges next with chance $e=w_2/(w_2+3w)$. Write $y=p_1-p_2$. Because the four bond vectors sum to zero, $y$ is the part of the starting direction that survives, on average, until the exchange. If the vacancy first leaves, let $q$ be the part that survives until it is next beside the tracer, with failure to return counted as zero. Then

$$y=e+(1-e)qy,\qquad y=\frac{e}{1-(1-e)q}.$$

The excursion uses host rates only, so $q$ does not depend on $w_2$. In the infinite crystal the host case has $e=1/4$ and $y=1/3$, which requires $1-3q/4=3/4$ and hence $q=1/3$. Therefore $y=3e/(2+e)$, and with $t=-y$

$$f=\frac{1-y}{1+y}=\frac{1-e}{1+2e}=\frac{w}{w+w_2}. \tag{6}$$

Slow exchange gives $f\to1$, since the vacancy loses its direction before the tracer jumps again. Fast exchange gives $f\to0$, since the pair jumps back and forth. The diffusivity is proportional to $w_2f=ww_2/(w+w_2)$, which cannot exceed a value set by $w$, because the vacancy must leave for the tracer to make progress.

If the exchange barrier is 0.1 eV lower at 1273 K, with equal prefactors, then $w_2/w=2.49$ and $f=0.287$. Linear solutions for two finite cells extrapolate to the same value. The dopant diffuses $2.49\times0.287/0.5\approx1.4$ times as fast as a host tracer, not 2.5 times. Binding between dopant and vacancy would change further rates and lies outside equation (6).

**Jumps with memory.** Suppose each jump is reversed at once with chance $x$, and otherwise the next direction is chosen afresh. A fresh jump followed by an even number of reversals survives, which has chance $(1-x)(1+x^2+x^4+\dots)=1/(1+x)$. A fraction $1-x$ of all jumps are fresh. The surviving jumps form the original memoryless walk, so both $D_v$ and $D^*$ are multiplied by $(1-x)/(1+x)$. The ratio in equation (1) keeps its $f$, but the growth per vacancy jump, with reversals counted as jumps, no longer equals it. With $x=0.064$ and $N=54$, the simulated growth is $0.4521\pm0.0003$, against 0.4522 expected.

## A silicon furnace anneal

Consider a 10 h anneal at 1273 K with rough typical values: migration energy 0.45 eV, attempt frequency $5\times10^{12}$ s$^{-1}$ per neighbour, and vacancy site fraction $5\times10^{-12}$. The bond length is 0.2352 nm. Then

$$\Gamma=4(5\times10^{12})e^{-0.45/0.1097}=3.3\times10^{11}\ \mathrm{s^{-1}},$$

$$D_v=\frac{\Gamma d^2}{6}=3.0\times10^{-5}\ \mathrm{cm^2/s},$$

$$D^*=0.5(5\times10^{-12})D_v=7.6\times10^{-17}\ \mathrm{cm^2/s}.$$

The spread along one axis is $\sqrt{2D^*\tau}=23$ nm for $\tau=36{,}000$ s. Ignoring correlation would give 33 nm.

In real silicon, interstitials also move atoms, which this estimate leaves out. The total self-diffusivity at this temperature is roughly $10^{-16}$ cm²/s. That figure would give a spread of about 27 nm. The rough inputs above should not be used to divide transport between the two defects: published fits assign the larger share at 1273 K to interstitials and only about $1$–$2\times10^{-17}$ cm²/s to vacancies, which would give a vacancy spread near 10 to 12 nm. A tenfold error in the vacancy fraction alone changes the calculated spread by $\sqrt{10}\approx3.2$. After implantation, defect concentrations can be far from equilibrium and change with time, so a constant $c_v$ is then unsuitable.

Some other neglected effects can be estimated from the same numbers. The chance of a jump within one attempt period is 0.064. If all such jumps were reversals, $D^*$ would fall by 12% and the spread by 6%. This only illustrates the size of the effect. Real recrossing of the barrier is set by the atomic dynamics and is not bounded by this number. Vacancies are about 1600 nm apart, which is thousands of bond lengths. The quick return exchanges that cause correlation therefore almost always involve one vacancy only, which supports the single-vacancy picture, even though many different vacancies visit each atom during the anneal. Without trapping, a vacancy diffuses 1000 nm in about $1.6\times10^{-4}$ s, so a surface at that distance can hold $c_v$ steady during the anneal if it readily creates and absorbs vacancies. Published values of $D_v$ at this temperature differ by up to four orders of magnitude; the lowest would make this time a few seconds, still far shorter than the anneal. The numerical output below lists the inputs and results.

## Numbers as computed

```
Slope window: jumps 80 to 240
Independent walkers per cell: 96000
N=16: mean cosine -0.291667, exact f_N 0.548387
N=16: simulated f 0.54875 +/- 0.00059
N=16: vacancy factor 1.0013 +/- 0.0026
N=54: mean cosine -0.320988, exact f_N 0.514019
N=54: simulated f 0.51446 +/- 0.00036
N=54: vacancy factor 0.9992 +/- 0.0026
N=128: mean cosine -0.328125, exact f_N 0.505882
N=128: simulated f 0.50507 +/- 0.00029
N=128: vacancy factor 0.9980 +/- 0.0026
N=250: mean cosine -0.330667, exact f_N 0.503006
N=250: simulated f 0.50343 +/- 0.00026
N=250: vacancy factor 0.9993 +/- 0.0026
N=250: exact growth at jumps 1-5: 1.00000 0.50000 0.62500 0.50000 0.55469
N=250: exact mean growth, jumps 1-240: 0.506151
N=250: exact mean growth in the window: 0.503006
Extrapolated f: 0.49986 +/- 0.00031
Fitted slope in 1/N: 0.770 +/- 0.031
Bias of straight line at 1/N=0: -3.5e-05
Slope of same line through exact values: 0.7587
Temperature: 1273 K, kT: 0.1097 eV
Migration energy: 0.45 eV
Attempt frequency: 5.0e+12 1/s
Vacancy site fraction: 5.0e-12
Anneal time: 10 h
Lattice parameter: 0.5431 nm, bond: 0.2352 nm
Vacancy jump rate: 3.307e+11 1/s
Vacancy diffusivity: 3.049e-05 cm2/s
Tracer diffusivity, vacancy part: 7.622e-17 cm2/s
Tracer spread sqrt(2Dt), one axis: 23.4 nm
Spread if f were 1: 33.1 nm
Dopant barrier drop: 0.1 eV, w2/w: 2.488
Dopant f: formula 0.2867, solved 0.2867
Chance of a jump within one attempt period: 0.0640
Diffusivity factor if all these reverse: 0.8797
N=54 with reversals: tracer growth 0.45207 +/- 0.00033
N=54 with reversals: expected 0.45217
N=54 with reversals: vacancy 0.8786 +/- 0.0023
Rough total self-diffusivity: 1e-16 cm2/s
Vacancy part over rough total: 0.8
Mean distance between vacancies: 1588 nm
Vacancy time to diffuse 1000 nm: 1.6e-04 s
```
